The 7/2-power law of impurity-assisted free-carrier absorption in silicon, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one collision to the power law

In a simple model of n-type silicon at 300 K, with 10¹⁸ electrons and 10¹⁸ ionized donors per cm³, the absorption coefficient that comes from collisions with the donors is 0.496 cm⁻¹ at a vacuum wavelength of 5 µm and 5.45 cm⁻¹ at 10 µm. Doubling the wavelength has multiplied the absorption by 11.0. A law proportional to λ², which the classical picture of accelerated and braked carriers gives when the braking rate is fixed, would multiply it by 4. The factor 11.0 is close to 2^(7/2) = 11.3, and the task is to find where such a power comes from, why it is approximate, and how much of it survives when the model is improved.

A free electron in a spatially uniform field cannot absorb a photon. The field does not change its wave vector, and in a parabolic band an electron whose wave vector is unchanged has the same energy as before. Something else must supply momentum, and here it is a charged impurity. The absorption is therefore a joint effect of the light and the ion, and its dependence on wavelength records how readily the ion supplies the large momentum that a fast final electron needs.

The model is as follows. Electrons of charge −e and density n move in a parabolic, isotropic band of mass m and follow a Maxwell distribution at temperature T. Ions of charge Ze and density N sit at independent random positions. The host has static permittivity ε_s and a refractive index n_r that does not vary with wavelength. SI units are used throughout, ε0 is the vacuum permittivity, and k_B is Boltzmann's constant. The energy of an electron with wave vector k is

E_k = ħ²k²/(2m).

The light is described by a vector potential A0 ε cos ωt, with unit polarization vector ε. Its electric field is minus the time derivative of this, so that the field amplitude is E0 = ωA0. The potential may be taken as uniform because the wave number of the light is small: at 5 µm it is 2π × 3.42/(5000 nm) = 0.0043 nm⁻¹, while an electron that starts at rest and absorbs the photon ends with 1.297 nm⁻¹. The Hamiltonian is

H = (p + eA)²/(2m) + V(r).

The term in A² depends on time alone. It gives all states the same phase and causes no transitions. The term (e/m)A·p is diagonal in plane waves, so that without the ion the state k keeps its wave vector and has the instantaneous energy

E_k + (eħA0/m) (ε·k) cos ωt.

Its phase follows by integration over time. Now let the ion act once, which is the Born approximation. Write q = k′ − k for the wave vector it supplies and V_q for its matrix element between the two plane waves. The amplitude c of the state k′ obeys

iħ dc/dt = V_q exp{ i(E_k′ − E_k)t/ħ + i a sin ωt },

a = eA0 (ε·q)/(mω) = eE0 (ε·q)/(mω²).

The factor ħ in the field energy has cancelled against the 1/ħ in the phase, and integrating cos ωt has supplied the 1/ω. The number a has a direct meaning. The field shakes a free electron with amplitude eE0/(mω²), and a compares this excursion with the length 1/q on which the ion's potential is probed. For weak light a is small, and to first order

exp(i a sin ωt) ≈ 1 + i a sin ωt = 1 + (a/2) exp(iωt) − (a/2) exp(−iωt).

The first term is ordinary elastic scattering. The last one oscillates so as to cancel the phase exp[i(E_k′ − E_k)t/ħ] when E_k′ = E_k + ħω, and therefore describes absorption. The middle one does the same for E_k′ = E_k − ħω and describes stimulated emission. The effective matrix elements are

M_abs = −(eE0/2mω²) (ε·q) V_q,

M_em = +(eE0/2mω²) (ε·q) V_q.

The sign is without effect on the rates. The factor 1/ω² matters: one power comes from expressing the vector potential through the electric field, the other from the velocity-dependent phase.

For a constant matrix element M and an energy mismatch Δ, integration of the amplitude equation from 0 to t gives

|c|² = |M|² · 4 sin²(Δt/2ħ)/Δ².

The integral of the last factor over Δ is 2πt/ħ, and for long times the factor is concentrated at Δ = 0. The transition rate is therefore (2π/ħ)|M|² δ(Δ), which is the golden rule.

The ion's potential energy for an electron is that of a screened attraction,

V(r) = −Ze² exp(−κr)/(4πε_s r),

where 1/κ is the screening length. With plane waves normalized in a volume Ω, the angular part of the Fourier integral leaves (4π/q) ∫ exp(−κr) sin(qr) dr = 4π/(q² + κ²), so that

V_q = −g/[Ω(q² + κ²)], g = Ze²/ε_s.

With NΩ ions at positions R_j, V_q is multiplied by the sum of exp(−iq·R_j). In the square of this sum the diagonal terms give NΩ, and the cross terms average to zero for independent random positions when q is not zero. The ions thus add their rates and not their amplitudes:

⟨|V_q|²⟩ = N g²/[Ω(q² + κ²)²].

The number of final states in d³k′ is Ω d³k′/(2π)³. There is no factor 2 for spin, because neither the light nor the ion turns the spin in this model. The volume Ω cancels. Since the electron distribution is isotropic, the pair k, k′ occurs in all orientations with equal weight, and (ε·q)² may be replaced by q²/3. The energy delta function is removed with

∫ k′² dk′ δ(ħ²k′²/2m − E_k − ħω) = mk′/ħ²,

where k′ on the right is fixed by k′² = k² + 2mω/ħ. The absorption rate of one electron becomes

W(k) = (2π/ħ) (eE0/2mω²)² (Ng²/3) (1/8π³) (mk′/ħ²) J,

J = ∫ dΩ′ q²/(q² + κ²)²,

with dΩ′ the element of solid angle for the direction of k′.

Let the screening be weak enough to set κ = 0. Then the integrand is 1/q², and with μ the cosine of the angle between k and k′,

J = 2π ∫ dμ/(k² + k′² − 2kk′μ), with μ from −1 to 1.

The integral of the fraction is a logarithm divided by 2kk′. Its limits give (k′ + k)² and (k′ − k)², and the squares cancel the 2:

J = (2π/kk′) L, L = ln[(k′ + k)/(k′ − k)].

The final wave number k′ cancels between the density of states and J. Collecting the numbers, (2π)(2π)/(4 · 3 · 8π³) = 1/(24π), and

W(k) = e²E0² N g² L/(24π m ħ³ ω⁴ k).

The next step is the average of L/k over the Maxwell distribution. Put x = E_k/k_BT and u = ħω/k_BT. The probability of x is (2/√π) √x exp(−x) dx, and k = √(2mk_BT) √x/ħ. The logarithm simplifies if numerator and denominator are multiplied by k′ + k. The denominator becomes k′² − k², which is proportional to ħω, and

L = 2 ln[√(1 + x/u) + √(x/u)] = 2 arsinh √(x/u).

The √x in the distribution cancels the √x in k, and

⟨L/k⟩ = (2/√π) [ħ/√(2mk_BT)] ∫ exp(−x) 2 arsinh √(x/u) dx,

with x from 0 to infinity. Integrate by parts. The boundary terms vanish, because the arsinh is zero at x = 0 and grows slowly at large x. The derivative of 2 arsinh √(x/u) is

2 · [1/√(1 + x/u)] · [1/(2√(xu))] = 1/√[x(x + u)].

The remaining integral is

S = ∫ exp(−x) dx/√[x(x + u)].

Substitute x = (u/2)(cosh y − 1). Then x(x + u) = (u²/4)(cosh²y − 1), whose root is (u/2) sinh y, and this cancels the same factor in dx. What is left is

S = exp(u/2) ∫ exp[−(u/2) cosh y] dy = exp(u/2) K0(u/2),

with y from 0 to infinity, which is the defining integral of the modified Bessel function K0. Thus

⟨L/k⟩ = √(2/π) [ħ/√(mk_BT)] exp(u/2) K0(u/2).

Stimulated emission has to be subtracted. Each upward transition between two states has a downward partner with the same squared matrix element, and in a Maxwell distribution the upper state is occupied exp(−u) times as much as the lower one. The net number of photons lost per unit time and volume is therefore n⟨W⟩(1 − exp(−u)). The intensity of the wave is I = ½ n_r c ε0 E0², since in a transparent medium the magnetic amplitude is n_r c ε0 E0 and the mean energy flux is half the product of the two amplitudes. The absorption coefficient is the absorbed power per volume divided by the intensity,

α = ħω n⟨W⟩(1 − exp(−u))/I.

The field amplitude cancels, as it must for weak light. The factor ½ in the intensity turns 24π into 12π, and (1 − exp(−u)) exp(u/2) = 2 sinh(u/2). The result is

α = [n N e² g²/(12π n_r c ε0 m ħ² ω³)] · √(2/π) [ħ/√(mk_BT)] · 2 sinh(u/2) K0(u/2). (1)

This is the unscreened Born result for any ratio of photon energy to thermal energy. As a test, the absorption and emission rates were summed directly over energy and angle for the silicon parameters, without the logarithm or the Bessel function. At wavelengths of 1, 2.5, 5 and 10 µm the direct sums agree with equation (1) to better than one part in 10⁴.

Now let the photon energy be much larger than k_BT. In S the factor exp(−x) confines x to values of order one, so that x is small beside u. Expanding 1/√(x + u) gives

S ≈ (1/√u) ∫ exp(−x) x^(−1/2) [1 − x/(2u)] dx = √(π/u) [1 − 1/(4u)],

because the two integrals needed are √π and √π/2. To leading order the mean is then

⟨L/k⟩ → √(2/π) [ħ/√(mk_BT)] √(πk_BT/ħω) = √[2ħ/(mω)].

The temperature has dropped out. With exp(−u) neglected beside 1, the absorption coefficient is

α = √2 n N e² g²/[12π n_r c ε0 (mħ)^(3/2) ω^(7/2)]. (2)

Since ω = 2πc/λ, this is proportional to λ^(7/2) at fixed n, N and n_r.

The power can be counted without the integrals. An electron that starts with little energy ends with a wave number k_f = √(2mω/ħ), and nearly all of this must come from the ion, so q ≈ k_f. The squared shaking amplitude contributes ω⁻⁴ and the energy of each photon contributes ω. The density of final states is proportional to k_f, hence to ω^(1/2). The factor q² from the shaking and the factor 1/q⁴ from the Coulomb potential combine to 1/k_f², hence ω⁻¹. Together,

ω⁻⁴ · ω · ω^(1/2) · ω⁻¹ = ω^(−7/2).

The same count shows what is special about charged scatterers. If the potential had zero range, its Fourier transform would not depend on q, the factor 1/q⁴ would be missing, and k_f⁴ ∝ ω² would be gained. The absorption would then follow ω^(−3/2), or λ^(3/2). The step from 3/2 to 7/2 arises because the Fourier transform of the Coulomb potential falls as 1/q² at large q, while that of a zero-range potential stays constant.

For numerical work equation (2) has a more convenient form. For Z = 1 define the effective Bohr radius a_B = 4πε_s ħ²/(me²), so that g = 4πħ²/(m a_B), and use the fine-structure constant α_fs = e²/(4πε0ħc) ≈ 1/137. Inserting both gives

α = √2 (16π²/3) α_fs n N [ħ/(mω)]^(7/2)/(n_r a_B²).

Since ħ/(mω) = 2/k_f², the last power is 8√2/k_f⁷, and

α = (256π²/3) α_fs n N/(n_r a_B² k_f⁷). (3)

In the silicon example n = N = 10⁻³ nm⁻³, n_r = 3.42 and a_B = 2.397 nm. At 5 µm, k_f = 1.297 nm⁻¹ and k_f⁷ = 6.17 nm⁻⁷. The numerator is 842 × 10⁻⁶/137 = 6.15 × 10⁻⁶ nm⁻⁶, and n_r a_B² = 19.65 nm². The quotient is 5.07 × 10⁻⁸ nm⁻¹, or 0.507 cm⁻¹; with unrounded inputs it is 0.508 cm⁻¹. Equation (1) gives 0.496 cm⁻¹ for the same case. The difference of 2.4 per cent, relative to the power law, is close to the correction 1/(4u) = 2.6 per cent for u = 9.59.

## Second half: how far the power law holds

The symbols carried over are these. Electrons of density n, mass m and temperature T absorb light of angular frequency ω and vacuum wavelength λ while colliding with ions of density N. The ratio of photon energy to thermal energy is u = ħω/k_BT, the coupling is g = Ze²/ε_s, and k_f = √(2mω/ħ) is the final wave number of an electron that starts at rest. In the Born approximation and without screening, α is proportional to ω⁻³ sinh(u/2) K0(u/2) at fixed temperature, and for u ≫ 1 it is proportional to λ^(7/2). The matrix element for absorption is −(eE0/2mω²)(ε·q)V_q, where E0 is the field amplitude, ε the polarization vector, and q = k′ − k the wave vector supplied by the ion. The silicon example has n = N = 10¹⁸ cm⁻³, T = 300 K and Z = 1.

A power law with slowly drifting power is best described by its local exponent p = d ln α/d ln λ. At fixed temperature u is proportional to 1/λ. With z = u/2, and K1 the negative derivative of K0,

p = 3 − z coth z + z K1(z)/K0(z).

For large z, coth z tends to 1 with an exponentially small error. The expansion found for S means that K0(z) is proportional to exp(−z) z^(−1/2) [1 − 1/(8z)], and its logarithmic derivative gives K1/K0 ≈ 1 + 1/(2z) − 1/(8z²). Hence

p ≈ 7/2 − 1/(4u).

The exponent approaches 7/2 from below. The full expression gives 3.488 at 2.5 µm, 3.478 at 5 µm and 3.422 at 10 µm, where u is 19.2, 9.59 and 4.80. At 10 µm the short expansion would give 3.448, so the dropped terms already count.

In the opposite limit, u ≪ 1, sinh z tends to z and K0(z) to a logarithm of 1/z. The absorption then varies as λ² times a slowly growing logarithm. The logarithm comes from the long range of the bare Coulomb force, and screening removes it. With κ kept, the low-frequency limit can be compared with classical physics. When the photon energy is negligible, k′ = k and q² = 2k²(1 − μ). The momentum-relaxation rate for elastic scattering is

ν(k) = (2π/ħ) N g² (1/8π³) (mk/ħ²) ∫ dΩ′ (1 − μ)/(q² + κ²)²,

where 1 − μ is the fraction of forward momentum lost in a collision. The rate W(k) contains q² in place of 1 − μ, so that

W(k) = (eE0/2mω²)² (2k²/3) ν(k).

Now 1 − exp(−u) ≈ ħω/k_BT. Insert this in α = ħω n⟨W⟩(1 − exp(−u))/I with I = ½ n_r c ε0 E0², and use ħ²k² = 2mE:

α = [n e²/(n_r c ε0 m ω²)] · ⟨Eν⟩/⟨E⟩, ⟨E⟩ = (3/2)k_BT.

This is the high-frequency Drude formula with an energy-weighted relaxation rate, and it varies as λ². It tests the prefactor of the quantum result, because ν is computed from elastic scattering without any reference to photons. For ħω = 0.01 k_BT and the silicon parameters, the ratio of the quantum sum to the Drude value is 0.99996. This is a check of the algebra and not a prediction for silicon, since such a photon energy lies far below the plasma energy of 21 meV.

For charged scatterers in the Born approximation, the power 7/2 thus belongs to a photon that is large beside the thermal energy. The opposite case, in which the photon is a small disturbance of an ordinary collision, gives the power 2 once screening has removed the logarithm.

In the Born approximation, absorption at charged scatterers follows λ^(7/2) when the photon energy is large beside the thermal energy, and λ² in the opposite limit once screening has removed the logarithm. It remains to see how screening, a fuller treatment of the ion's attraction, and the band and other scatterers of real silicon affect the 7/2 law.
